# Valence electron energy shift with a closed core as the vacuum, part 1

(Sections cited here and not found follow in the second part.)

**Problem: closed shells as vacuum in the Furry picture**

Units are $\hbar=c=m=1$, $e^2=4\pi\alpha$, with metric $(+,-,-,-)$. An electron moves in a local, spherical potential $V(r)$, with $h=\boldsymbol\alpha\cdot\mathbf p+\beta+V$ and $h|n\rangle=\varepsilon_n|n\rangle$. The field is $\psi=\sum_n c_n\phi_n(\mathbf r)e^{-i\varepsilon_nt}$, summed over all levels of both signs of energy, with $\{c_m,c_n^\dagger\}=\delta_{mn}$. The coupling to photons is $H_{\rm int}=e\int d^3r\,j^\mu A_\mu$ with the commutator current $j^\mu=\sum_{mn}\phi_m^\dagger\alpha^\mu\phi_n\,\tfrac12[c_m^\dagger,c_n]$ and $\alpha^\mu=(1,\boldsymbol\alpha)$. The vacuum is fixed by a Fermi level: levels below it are filled, levels above it are empty. The old vacuum has it at $0$, in the gap between the negative and positive levels. The new vacuum $|0'\rangle$ has it at $E_F$ with $\max\varepsilon_c<E_F<\varepsilon_v$, where $c$ runs over the positive-energy core levels and $v$ is a valence level. Primes mark the new vacuum, $s_n=\mathrm{sgn}(\varepsilon_n-E_F)$, and $\Delta=\varepsilon_v-\varepsilon_c$. Everything is worked to first order in $\alpha$ and to all orders in $V$. The numbers come from the numerical check, or from short arithmetic on its printed values.

## (a) The propagator

*Find the electron propagator in the new vacuum and its difference from the old one.*

**Solution.** For $s_n=+1$ the operator $c_n$ annihilates $|0'\rangle$; for $s_n=-1$ the operator $c_n^\dagger$ does. Hence $\langle c_nc_n^\dagger\rangle=1$ only for $s_n=+1$, and $\langle c_n^\dagger c_n\rangle=1$ only for $s_n=-1$. With $\tau=t_1-t_2$ and the minus sign of fermionic time ordering,

$$\langle T c_n(t_1)c_n^\dagger(t_2)\rangle=\begin{cases}\theta(\tau)e^{-i\varepsilon_n\tau},& s_n=+1,\\ -\theta(-\tau)e^{-i\varepsilon_n\tau},& s_n=-1.\end{cases}$$

Both cases equal

$$i\int\frac{dE}{2\pi}\,\frac{e^{-iE\tau}}{E-\varepsilon_n+i0\,s_n}.$$

For $s_n=+1$ the pole lies below the axis and is reached only for $\tau>0$, when the contour closes clockwise below: $(i/2\pi)(-2\pi i)=+1$. For $s_n=-1$ it lies above and is reached only for $\tau<0$: $(i/2\pi)(2\pi i)=-1$. So

$$S'(E)=\sum_n\frac{|n\rangle\langle n|}{E-\varepsilon_n+i0\,s_n}.$$

Only the core levels change sign, from $+1$ to $-1$. Since $\frac1{x-i\eta}-\frac1{x+i\eta}=\frac{2i\eta}{x^2+\eta^2}$, and $\eta/(x^2+\eta^2)$ has area $\pi$ and width $\eta$, the difference tends to $2\pi i\,\delta(x)$:

$$S'(E)=S(E)+2\pi i\sum_c\delta(E-\varepsilon_c)\,|c\rangle\langle c|.\tag{1}$$

A Fermi level sorts states by energy alone. In a spherical potential the sublevels $m_c$ of a shell are degenerate and pass below $E_F$ together, so the core is closed and $|0'\rangle$ is a single rotationally invariant state. An open shell cannot be put into the vacuum by moving $E_F$.

## (b) The energy shift

*Derive the order-$\alpha$ shift of the state $c_v^\dagger|0'\rangle$ and say what it is measured from.*

**Solution.** In the Feynman gauge

$$\langle TA_\mu A_\nu\rangle=-ig_{\mu\nu}\int\frac{d\omega}{2\pi}e^{-i\omega\tau}\int\frac{d^3k}{(2\pi)^3}\frac{e^{i\mathbf k\cdot\mathbf r_{12}}}{\omega^2-k^2+i0}.$$

The angular integral over $\mathbf k$, followed by extension of $k$ to the whole line, gives

$$\int\frac{d^3k}{(2\pi)^3}\frac{e^{i\mathbf k\cdot\mathbf r}}{k^2-\omega^2-i0}=\frac{1}{4\pi^2 ir}\int_{-\infty}^\infty\frac{k\,e^{ikr}dk}{k^2-\omega^2-i0}=\frac{e^{i|\omega|r}}{4\pi r},$$

where the contour closes above on $k=|\omega|+i0$ with residue $e^{i|\omega|r}/2$. Therefore

$$e^2\alpha_1^\mu\alpha_2^\nu\langle TA_\mu A_\nu\rangle=i\int\frac{d\omega}{2\pi}e^{-i\omega\tau}I(\omega),\qquad I(\omega)=\alpha\,(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)\frac{e^{i|\omega|r_{12}}}{r_{12}}.$$

$I$ is even in $\omega$. In $\langle ab|I|cd\rangle$, particle 1 goes $c\to a$ and particle 2 goes $d\to b$.

Over a long time $\mathcal T$ a level shifted by $\delta E$ acquires the factor $e^{-i\,\delta E\,\mathcal T}\approx1-i\,\delta E\,\mathcal T$. The first-order term of the evolution operator changes the photon number and has no diagonal element, so $\delta E$ is read from the part of the second-order term that grows as $\mathcal T$. With the photon contracted and $\rho_{mn}=\tfrac12[c_m^\dagger,c_n]$,

$$U^{(2)}=\frac{(-i)^2}{2}\int dt_1dt_2\; i\!\int\frac{d\omega}{2\pi}e^{-i\omega\tau}\sum\langle mp|I(\omega)|nq\rangle\,T[\rho_{mn}(t_1)\rho_{pq}(t_2)].$$

Wick's theorem needs only a state annihilated by one of $c_n,c_n^\dagger$ for each $n$, so it holds about $|0'\rangle$. From $\rho_{mn}=c_m^\dagger c_n-\tfrac12\delta_{mn}$ follows $\rho_{mn}={:}c_m^\dagger c_n{:}-\tfrac12s_n\delta_{mn}$, because a filled level gives $1-\tfrac12$ and an empty one $0-\tfrac12$.

*Self-energy.* Contract $c_n(t_1)$ with $c_p^\dagger(t_2)$. They are adjacent, so no sign arises, and ${:}c_m^\dagger(t_1)c_q(t_2){:}$ remains, whose element in the state $v$ is $e^{i\varepsilon_v\tau}$ at $m=q=v$. The mirror contraction is the same term with the vertices relabelled and cancels the $\tfrac12$. Then

$$U_{\rm SE}=-\int dt_1dt_2\;i\!\int\frac{d\omega}{2\pi}\;i\!\int\frac{dE}{2\pi}\,e^{i(\varepsilon_v-\omega-E)\tau}\sum_n\frac{\langle vn|I(\omega)|nv\rangle}{E-\varepsilon_n+i0s_n}.$$

The time integrals give $\mathcal T\,2\pi\delta(\varepsilon_v-\omega-E)$ and the prefactor is $-i\cdot i=+1$. Setting the result equal to $-i\mathcal T\delta E$ multiplies it by $i$:

$$\langle v|\Sigma'|v\rangle=\frac{i}{2\pi}\int d\omega\sum_n\frac{\langle vn|I(\omega)|nv\rangle}{\varepsilon_v-\omega-\varepsilon_n+i0\,s_n}.\tag{2}$$

*Vacuum polarization.* Take the constant $-\tfrac12s_n$ at one vertex and ${:}c_v^\dagger c_v{:}$ at the other; the two choices of vertex cancel the $\tfrac12$. Nothing but $e^{-i\omega\tau}$ depends on time, so the time integrals give $\mathcal T\,2\pi\delta(\omega)$ and $U_{\rm VP}=-i\mathcal T\sum_n(-\tfrac12s_n)\langle vn|I(0)|vn\rangle$. As a loop integral,

$$\langle v|U'|v\rangle=-\frac12\sum_ns_n\langle vn|I(0)|vn\rangle=-\frac{i}{2\pi}\int dE\sum_n\frac{\langle vn|I(0)|vn\rangle}{E-\varepsilon_n+i0s_n}.\tag{3}$$

The forms agree because, with symmetric limits, the principal value vanishes and the integral is $-i\pi s_n$, and $-(i/2\pi)(-i\pi s_n)=-s_n/2$.

The fully contracted terms do not involve the external electron and are the shift of $|0'\rangle$ itself. Removing them and adding the mass counterterm gives

$$E(\text{core}+v)-E(\text{core})=\varepsilon_v+\langle v|\Sigma'+U'-\beta\,\delta m|v\rangle.$$

The energy is measured from the closed-shell ion, not from the bare nucleus. Because $|0'\rangle$ is rotationally invariant and of definite parity, $\Sigma'$ and $U'$ do not mix degenerate levels of different $j$, $m$ or parity, such as $2s$ and $2p_{1/2}$ in a point Coulomb field, and the diagonal element is the shift.

## (c) What the moved Fermi level adds

*Insert (1) into (2) and (3). Identify the new terms and decide whether the renormalization changes.*

**Solution.** In (2) the propagator is taken at $E=\varepsilon_v-\omega$, so the extra term carries $\delta(\Delta_c-\omega)$ and the factor $(i/2\pi)(2\pi i)=-1$:

$$\langle v|\Sigma'|v\rangle=\langle v|\Sigma|v\rangle-\sum_c\langle vc|I(\Delta_c)|cv\rangle.\tag{4}$$

This is the valence-core exchange diagram: the valence electron falls into $c$, the core electron rises into $v$, and the photon carries the energy $\Delta_c$. The delta function puts the internal line on its energy shell, which turns it into an incoming and an outgoing core electron. In (3) the factor is $-(i/2\pi)(2\pi i)=+1$:

$$\langle v|U'|v\rangle=\langle v|U|v\rangle+\sum_c\langle vc|I(0)|vc\rangle.\tag{5}$$

The self-energy loop yields the ordinary self-energy and the exchange term only. The direct repulsion comes from the vacuum-polarization loop, and the relative sign of the two terms is the sign of the closed fermion loop.

The added terms are finite sums of matrix elements between bound orbitals at a fixed frequency, with no loop integral left. They stay finite when the regulator is removed, so the divergences of $\Sigma'$ and $U'$ are those of $\Sigma$ and $U$, and $\delta m$ and the charge renormalization are unchanged. If $V$ contains a screening potential besides the nuclear one, its expectation value must be subtracted as a first-order counterterm; (4) and (5) keep their form.

*A test by exact diagonalization.* Take five fermion levels $\varepsilon=(-2.0,\,0.3,\,0.7,\,1.5,\,2.4)$, a sea level, two core levels, the valence level and an excited level, and two boson modes $\omega_k=0.55,\,1.7$, with coupling $g\sum_k(b_k+b_k^\dagger)\sum_{mn}M^k_{mn}\rho_{mn}$ and $M^k_{mn}=\cos(0.7mn+k)$, $m,n=1,\dots,5$, $k=0,1$. The contraction of $b_k+b_k^\dagger$ is $e^{-i\omega_k|\tau|}=i\int\frac{d\omega}{2\pi}e^{-i\omega\tau}D_k(\omega)$ with $D_k=2\omega_k/(\omega^2-\omega_k^2+i0)$, as closing on $\omega=\pm\omega_k$ shows. So (2)–(5) hold with $\langle ab|I|cd\rangle=g^2\sum_kM^k_{ac}M^k_{bd}D_k$. The integral (2) was done numerically on contours for $E_F=0$ and $1.1$. In units of $g^2$, the self-energy changes by $0.771554-(-1.395306)=2.166860$, which is the exchange term evaluated from (4). The new-vacuum total is $0.771554+1.097317=1.868871$. The old-vacuum total with direct and exchange terms added is $-1.395306+0.848911+0.248406+2.166860=1.868871$. The $g^2$ coefficient of $E(4)-E(3)$ from diagonalization in Fock space, which uses no propagator, is $1.868871$.

## (d) The core term of the loop and the width

*For one core shell let $F(\omega)=\sum_{m_c}\langle vc|I(\omega)|cv\rangle$ and $T_s=\frac{i}{2\pi}\int d\omega\,F(\omega)/(\Delta-\omega+i0s)$. Evaluate $T_\pm$, interpret them, and find the imaginary part of the exchange term.*

**Solution.** Let $J^\mu=\phi_c^\dagger\alpha^\mu\phi_v$ and $\tilde J^\mu(\mathbf k)=\int J^\mu e^{-i\mathbf k\cdot\mathbf r}d^3r$. The vertex $\phi_v^\dagger\alpha^\mu\phi_c$ is $J^{\mu*}$, so the Fourier form of $e^{i|\omega|r}/r$ from (b) gives

$$F(\omega)=\int_0^\infty\frac{dk\,S(k)}{k^2-\omega^2-i0},\qquad S(k)=\frac{\alpha k^2}{2\pi^2}\sum_{m_c}\int d\Omega_k\left(|\tilde J^0|^2-|\tilde{\mathbf J}|^2\right),\tag{6}$$

with $S$ real. The factor $-1/[(\omega-k)(\omega+k)]$ has a pole at $k-i0$ with residue $-1/2k$ and a pole at $-k+i0$ with residue $+1/2k$. For $s=+1$ the electron pole $\Delta+i0$ is above the axis; closing below gives the factor $+1$ and the photon pole at $k$. For $s=-1$ it is below; closing above gives $-1$ and the pole at $-k$:

$$T_+=-\int\frac{dk\,S(k)}{2k\,(\Delta-k+i0)},\qquad T_-=-\int\frac{dk\,S(k)}{2k\,(\Delta+k)}.$$

Using $\frac1{k+\Delta}+\frac1{k-\Delta-i0}=\frac{2k}{k^2-\Delta^2-i0}$,

$$T_--T_+=-\int\frac{dk\,S}{2k}\left[\frac1{k+\Delta}+\frac1{k-\Delta-i0}\right]=-F(\Delta),$$

which is (4) obtained without the delta function.

For a transverse photon the weight $-S/2k$ is a positive squared amplitude $|M|^2$. Then $T_+=\int|M|^2/(\Delta-k+i0)$ is the second-order shift from $v\to c+\gamma$, a process that a filled core forbids. In its place stands $T_-=+\int|M|^2/(\Delta+k)$. The closed-shell ion is shifted by $-|M|^2/(\Delta+k)$, a lowering, through the virtual excitation $c\to v+\gamma$, and filling $v$ removes that lowering. The transverse part of the exchange term is the sum of these two Pauli blockings. The time and longitudinal components together give the instantaneous Coulomb exchange (see (e)), for which $-S/2k$ is not a positive squared amplitude. In the example of (h) that part is the larger one and has the opposite sign: for $2s$ the transverse part, the last piece of (8), contributes $+0.94\times10^{-5}mc^2$ to a total of $-5.77\times10^{-5}mc^2$.

The same relation follows from a Wick rotation. Evenness of $F$ folds the integral to $\frac{i}{2\pi}\int_0^\infty d\omega F(\omega)\left[\frac1{\Delta-\omega+i0s}+\frac1{\Delta+\omega}\right]$. In the open first quadrant $\mathrm{Im}\,\omega^2>0$, so (6) is analytic there, and the integrand falls fast enough to drop the arc. For $s=-1$ no pole is crossed, and $\omega=iy$ gives

$$T_-=-\frac1\pi\int_0^\infty dy\,F(iy)\frac{\Delta}{\Delta^2+y^2}.$$

For $s=+1$ the rotation crosses $\Delta+i0$, where the residue is $-F(\Delta)$, and adds $(i/2\pi)(2\pi i)(-F)=+F(\Delta)$.

$T_-$ is real, so $\mathrm{Im}\,T_+=\mathrm{Im}\,F(\Delta)=\pi S(\Delta)/2\Delta$, from $\mathrm{Im}\,(k^2-\Delta^2-i0)^{-1}=\pi\delta(k-\Delta)/2\Delta$. The Dirac equation gives $\boldsymbol\alpha\cdot\nabla\phi_v=i(\varepsilon_v-\beta-V)\phi_v$ and its adjoint $\nabla\phi_c^\dagger\cdot\boldsymbol\alpha=-i\phi_c^\dagger(\varepsilon_c-\beta-V)$. In the sum, $\beta$ and the local $V$ cancel:

$$\nabla\cdot\mathbf J=i\Delta J^0,\qquad \mathbf k\cdot\tilde{\mathbf J}=\Delta\tilde J^0.\tag{7}$$

At $k=\Delta$ the longitudinal current cancels $\tilde J^0$ in (6), and $\mathrm{Im}F(\Delta)=-\frac{\alpha\Delta}{4\pi}\sum\int d\Omega_k|\tilde{\mathbf J}_\perp|^2$. The golden rule for emission, summed over two polarizations, is

$$\Gamma=2\pi\sum_{m_c}\int\frac{d^3k}{(2\pi)^32k}\,e^2|\tilde{\mathbf J}_\perp|^2\delta(k-\Delta)=\frac{\alpha\Delta}{2\pi}\sum_{m_c}\int d\Omega_k|\tilde{\mathbf J}_\perp|^2.$$

Hence $\mathrm{Im}[-F(\Delta)]=+\Gamma_{v\to c}/2$. The exchange term cancels the part $-\Gamma_{v\to c}/2$ of the old self-energy. Decays to empty levels with $E_F<\varepsilon_n<\varepsilon_v$, if any exist, remain in $\Sigma'$.

## (e) Gauge

*Compare $F(\omega)$ in the Coulomb and Feynman gauges.*

**Solution.** The Coulomb gauge has an instantaneous interaction of the charges and two transverse photon modes, so the integrand of (6) becomes $|\tilde J^0|^2/k^2-|\tilde{\mathbf J}_\perp|^2/(k^2-\omega^2)$. In the Feynman form, (7) gives $|\hat{\mathbf k}\cdot\tilde{\mathbf J}|^2=\Delta^2|\tilde J^0|^2/k^2$. The transverse parts are equal, and the difference of the integrands is

$$|\tilde J^0|^2\left[\frac1{k^2}-\frac{k^2-\Delta^2}{k^2(k^2-\omega^2)}\right]=|\tilde J^0|^2\,\frac{\Delta^2-\omega^2}{k^2(k^2-\omega^2)}.$$

It vanishes at $\omega=\pm\Delta$, the frequency that the delta function of (1) selects, and not elsewhere. The exchange term is gauge independent; $T_+$ and $T_-$, which sample all $\omega$, need not be separately, and they are quoted below in the Feynman gauge. For a non-local $V$, such as a Fock potential, (7) fails and this argument fails with it.

Moving the Fermi level above a closed core adds the valence-core exchange and direct terms to the order-$\alpha$ shift and leaves the renormalization unchanged; for a local potential the exchange term is the same in the Feynman and Coulomb gauges, and its imaginary part cancels the decay into the filled core. It remains to reduce these terms to radial formulas for a $1s^2$ core, find their nonrelativistic limits and evaluate them for lithium-like tin.

Numerical values quoted here were computed with a short program.
